# Growth speed from half-crystallization time and final grain density

## Problem

An amorphous silicon layer made by ion implantation is annealed at constant temperature. It touches no crystal, so crystallization must begin by nucleation, which is assumed here to occur throughout the interior and not preferentially at the surfaces. Half of its volume is crystalline after \(t_h=1000\ \mathrm{s}\). When crystallization is complete, the layer contains \(N=1\) grain per cubic micrometre. This is a number per volume, not a count per area of a micrograph.

Assume the following:

- Nuclei of negligible size appear at random positions, at a constant rate \(I\) per unit time and per unit volume of material that is still amorphous. Nucleation starts at \(t=0\).
- Each grain grows as a sphere with constant speed \(v\), the rate of increase of its radius. Where two grains meet, growth stops.
- The layer is much thicker than the distance \(vt_h\). Grains do not coarsen or disappear after they have met.

(a) Find the fraction of material that is still amorphous at time \(t\).

(b) Find \(N\) in terms of \(I\) and \(v\), and eliminate \(I\) to obtain \(v\) from \(t_h\) and \(N\).

(c) Evaluate \(I\) and \(v\). What share of the grains is born before \(t_h\)?

(d) How does \(v\) respond to errors in the data, and what would it be if all nuclei were present at the start?

(e) How does the inference change in a film whose thickness \(h\) is not large?

(f) Suppose instead that a layer of thickness \(d=0.3\ \mathrm{\mu m}\) lies on a crystalline substrate and regrows epitaxially. How much of it can crystallize by random nucleation, if \(I\) and \(v\) are those found in (c)?

(g) Estimate the effects of an incubation time, of anisotropic growth and of an error in temperature.

## Solution

### (a) The amorphous fraction

Growing grains obstruct each other and remove material in which others could nucleate. Both complications disappear if nucleation events are imagined to occur everywhere at the rate \(I\), even inside grains. Events inside grains are fictitious, and it must be shown that they do no harm.

Let event \(j\) occur at position \(\mathbf x_j\) and time \(t_j\). A sphere growing from it would reach a point \(\mathbf p\) at the time \(t_j+|\mathbf p-\mathbf x_j|/v\). Suppose that \(\mathbf x_j\) had already been reached by the sphere of an earlier event \(i\), so that

\[
t_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}\le t_j .
\]

The triangle inequality \(|\mathbf p-\mathbf x_i|\le|\mathbf p-\mathbf x_j|+|\mathbf x_j-\mathbf x_i|\) then gives

\[
t_i+\frac{|\mathbf p-\mathbf x_i|}{v}
\le t_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}+\frac{|\mathbf p-\mathbf x_j|}{v}
\le t_j+\frac{|\mathbf p-\mathbf x_j|}{v}.
\]

The fictitious sphere therefore never reaches a point before the sphere that swallowed its centre. If event \(i\) is itself fictitious, the argument is repeated with a still earlier event until a real grain is found. The same inequality disposes of obstruction: a grain that blocks another on its way to \(\mathbf p\) arrives at \(\mathbf p\) no later than the blocked one would have. The time at which \(\mathbf p\) crystallizes is thus the earliest arrival time among all events, real and fictitious.

The point \(\mathbf p\) is still amorphous at time \(t\) if no event at an earlier time \(t'\) lies within the distance \(v(t-t')\) of it. The expected number of such events is

\[
Y(t)=I\int_0^t\frac{4\pi}{3}v^3(t-t')^3\,dt'
=\frac{4\pi}{3}Iv^3\,\frac{t^4}{4}
=\frac{\pi}{3}Iv^3t^4 .
\]

Three powers of time come from the volume of a sphere and one from the continuing supply of nuclei. The events are independent, so their number follows a Poisson distribution, and the probability of finding none is \(e^{-Y}\). In a large volume this probability equals the amorphous fraction:

\[
1-X(t)=e^{-kt^4},\qquad k=\frac{\pi}{3}Iv^3 ,
\]

where \(X\) is the crystalline fraction.

### (b) The grain density and the growth speed

An event produces a real grain if its position is still amorphous. That depends on earlier events, which are independent of the event itself, so the probability is \(e^{-kt^4}\). Real grains appear at the rate \(Ie^{-kt^4}\) per unit total volume, and the final density is

\[
N=I\int_0^\infty e^{-kt^4}\,dt .
\]

Put \(u=kt^4\). Then \(t=(u/k)^{1/4}\) and \(dt=\tfrac14k^{-1/4}u^{-3/4}du\), so that

\[
N=\frac{I}{k^{1/4}}\,\frac14\int_0^\infty u^{-3/4}e^{-u}\,du
=\frac{I}{k^{1/4}}\,\frac14\Gamma\!\left(\tfrac14\right)
=\frac{I\,\Gamma(5/4)}{k^{1/4}} .
\]

The last step uses \(\Gamma(x+1)=x\Gamma(x)\) with \(x=1/4\).

The half time supplies a second equation. From \(e^{-kt_h^4}=1/2\) follows \(kt_h^4=\ln2\), hence \(k^{-1/4}=t_h/(\ln2)^{1/4}\). Inserting this in \(N\) gives the nucleation rate:

\[
I=\frac{(\ln2)^{1/4}}{\Gamma(5/4)}\,\frac{N}{t_h}.
\]

The definition of \(k\) now gives the speed:

\[
v^3=\frac{3k}{\pi I}=\frac{3\ln2}{\pi It_h^4}
=\frac{3\ln2}{\pi t_h^4}\,\frac{\Gamma(5/4)\,t_h}{(\ln2)^{1/4}N}
=\frac{3\,\Gamma(5/4)(\ln2)^{3/4}}{\pi}\,\frac{1}{Nt_h^3}.
\]

Taking the cube root,

\[
\boxed{\,v=C\,\frac{N^{-1/3}}{t_h},\qquad
C=\left[\frac{3\,\Gamma(5/4)(\ln2)^{3/4}}{\pi}\right]^{1/3}=0.8696\,}
\]

The form follows from dimensions: \(N^{-1/3}\) is the length and \(t_h\) the time that the data provide. The nucleation and growth laws determine the number \(C\).

A direct simulation of random nucleation and growth tests this result. With the chosen values \(v=0.500\ \mathrm{nm/s}\) and \(I=2.0\times10^{-3}\ \mathrm{\mu m^{-3}s^{-1}}\), it gave a half time of 1279 s and a density of 2.542 grains per cubic micrometre. The boxed formula turns these two numbers into 0.498 nm/s, which agrees with the chosen speed within the 3 % allowed for random sampling.

### (c) Numerical values

With \(\Gamma(5/4)=0.9064\) and \((\ln2)^{1/4}=0.9124\),

\[
I=\frac{0.9124}{0.9064}\times\frac{1\ \mathrm{\mu m^{-3}}}{1000\ \mathrm{s}}
=1.007\times10^{-3}\ \mathrm{\mu m^{-3}s^{-1}},
\]

or \(1.007\times10^{15}\ \mathrm{m^{-3}s^{-1}}\). Since \(N^{-1/3}=1\ \mathrm{\mu m}\),

\[
v=0.8696\times\frac{1\ \mathrm{\mu m}}{1000\ \mathrm{s}}
=0.870\ \mathrm{nm/s}=8.70\times10^{-10}\ \mathrm{m/s}.
\]

During the half time an unobstructed grain grows to a radius \(vt_h=0.870\ \mathrm{\mu m}\), comparable with \(N^{-1/3}\).

The nucleation rate is very close to the crude estimate \(N/t_h\). In units of \(k^{-1/4}\), the half time is \((\ln2)^{1/4}\), while \(\Gamma(5/4)\) is the time for which nucleation at the full rate \(I\) would produce all the grains. These two numbers happen to be nearly equal. The crude estimate would give \(v=0.8715\ \mathrm{nm/s}\) instead of 0.8696 nm/s.

It does not follow that the grains are all born before \(t_h\). With \(x=k^{1/4}t\), the share born by then is

\[
\frac{1}{\Gamma(5/4)}\int_0^{(\ln2)^{1/4}}e^{-x^4}\,dx=0.890 .
\]

The remaining 11 % appear later, in the shrinking amorphous regions.

### (d) Errors in the data and in the nucleation law

The logarithm of the boxed formula is \(\ln v=\ln C-\tfrac13\ln N-\ln t_h\). For small errors,

\[
\frac{\delta v}{v}=-\frac{\delta t_h}{t_h}-\frac13\frac{\delta N}{N}.
\]

An error in the time enters in full, an error in the grain density with one third of its relative size. Even if the true density were twice the stated one, at the same \(t_h\), the speed would fall only to 0.690 nm/s.

Now let all \(N\) nuclei be present at \(t=0\), again at random positions. The expected number of nuclei within the distance \(vt\) of a point is \(\tfrac{4\pi}{3}Nv^3t^3\). Setting it equal to \(\ln2\) at \(t_h\) gives

\[
v=\left(\frac{3\ln2}{4\pi N}\right)^{1/3}\frac{1}{t_h}=0.549\ \mathrm{nm/s}.
\]

This is lower because every grain has the full time to grow. The two measured numbers cannot decide between the two laws. The time dependence of \(X\) can help: from \(-\ln(1-X)=kt^4\),

\[
\ln[-\ln(1-X)]=\ln k+4\ln t ,
\]

a straight line of slope 4 against \(\ln t\), whereas nuclei present from the start give slope 3. Time must be counted from the start of nucleation: if nucleation begins only at \(t_0\), the slope against \(\ln t\) is larger by the factor \(t/(t-t_0)\), and nuclei that all appear at once can imitate slope 4 over a limited range. For \(t_0=250\ \mathrm{s}\) the slope is 4 at \(t_h\), but it falls from about 7 at \(X=0.01\) to 3.7 at \(X=0.9\), so the plot is curved. Slope 3 is not conclusive either, as the thin film in (e) shows.

### (e) A film of finite thickness

Let the two surfaces be free of nucleation, and consider a point at depth \(z\) in a film of thickness \(h\). Nuclei can now come only from the part of each sphere that lies inside the film. A plane at distance \(a\) from the centre of a sphere of radius \(r>a\) cuts off the volume

\[
\int_a^r\pi(r^2-u^2)\,du
=\frac{\pi}{3}(2r^3-3ar^2+a^3)
=\frac{\pi}{3}(r-a)^2(2r+a).
\]

The radius is \(r=v(t-t')\), so an integral over birth times becomes an integral over \(r\) divided by \(v\). With \(s=r-a\) and \(R=vt\), the loss from one surface is, for \(R>a\),

\[
\frac{I}{v}\,\frac{\pi}{3}\int_0^{R-a}s^2(2s+3a)\,ds
=\frac{I}{v}\,\frac{\pi}{3}\left[\frac{(R-a)^4}{2}+a(R-a)^3\right]\equiv\frac{I}{v}\,G(R,a),
\]

and \(G=0\) for \(R\le a\). The caps beyond the two surfaces do not overlap, so both losses are subtracted:

\[
Y(z,t)=\frac{I}{v}\left[\frac{\pi R^4}{3}-G(R,z)-G(R,h-z)\right].
\]

The amorphous fraction is the average of \(e^{-Y}\) over depth. The data then give two equations for \(I\) and \(v\):

\[
\frac1h\int_0^he^{-Y(z,t_h)}\,dz=\frac12,\qquad
N=I\int_0^\infty dt\,\frac1h\int_0^he^{-Y(z,t)}\,dz .
\]

For \(t_h=1000\ \mathrm{s}\) and \(N=1\ \mathrm{\mu m^{-3}}\), both held fixed, their numerical solution is:

| \(h\) (µm) | \(v\) (nm/s) |
|---|---|
| 10 | 0.879 |
| 3 | 0.902 |
| 1 | 0.983 |
| 0.3 | 1.506 |

The sign of the correction can be understood without the numbers. At given \(I\) and \(v\), the surfaces reduce \(Y\), so more material is amorphous at each time. This lengthens \(t_h\) and also raises \(N\). Both changes lower the speed read from the bulk formula, which therefore underestimates the true speed.

In a simulated film of thickness 0.3 µm with \(v=0.500\ \mathrm{nm/s}\) and the same \(I\) as in the bulk simulation, the bulk formula gave 0.345 nm/s. The film equations gave 0.497 nm/s, within the 5 % allowed for sampling.

When \(h\ll vt_h\), most of the relevant spheres are much larger than the thickness. The part of such a sphere inside the film is nearly a disc of volume \(\pi r^2h\), and

\[
Y\simeq I\int_0^t\pi v^2(t-t')^2h\,dt'=\frac{\pi}{3}Ihv^2t^3\equiv k_2t^3 .
\]

This is the second source of slope 3. The steps of part (b) carry over: \(N=I\,\Gamma(4/3)\,k_2^{-1/3}\) and \(k_2t_h^3=\ln2\) give \(I=N(\ln2)^{1/3}/[\Gamma(4/3)t_h]\), and hence

\[
v^2=\frac{3k_2}{\pi Ih}=\frac{3\ln2}{\pi Iht_h^3},\qquad
v\simeq\left[\frac{3\,\Gamma(4/3)(\ln2)^{2/3}}{\pi Nh}\right]^{1/2}\frac{1}{t_h}.
\]

Here \(Nh\) is the number of grains per unit film area, which is the natural density for a film one grain thick. At fixed \(N\) and \(t_h\) the inferred speed grows as \(h^{-1/2}\).

### (f) Competition with epitaxial regrowth

A substrate crystal needs no nucleation. Its front moves into the layer with a speed \(v_e\) and consumes the thickness \(d\) in the time \(d/v_e\). A point can belong to a random grain only if such a grain arrives before the front, and therefore before \(d/v_e\). The finite thickness and the advancing front can only remove nucleation sites, so the bulk law gives an upper bound on the randomly crystallized fraction \(X_r\):

\[
X_r\le1-\exp\!\left[-\ln2\left(\frac{d}{v_et_h}\right)^4\right],
\]

where \(k=\ln2/t_h^4\) has been used. This is a strict bound if the front is not faster than the random grains. A faster front is delayed where it has to go round one of them, and the right-hand side is then only a rough estimate, meant for the case in which such grains are rare. For a much faster front it is then about five times too large: the front reaches the height \(z\) above the substrate at \(z/v_e\), and the depth average of \((z/d)^4\) is \(1/5\). The fourth power strongly favours epitaxy in shallow layers.

If the front moves just as fast as the random grains, \(v_e=0.870\ \mathrm{nm/s}\), it needs \(300\ \mathrm{nm}/(0.870\ \mathrm{nm/s})=345\ \mathrm{s}\), and \(X_r\) is at most 0.98 %. The actual value is smaller. A point at height \(z\) above the substrate is random if an event lies in its cone at \(t=z/v\), and only the top surface cuts that cone, so \(Y=(I/v)[\pi z^4/3-G(z,d-z)]\). Its depth average is \(\tfrac15-\tfrac1{16}=\tfrac{11}{80}\) of the exponent in the bound, which gives \(X_r\approx0.13\) %. With \(v_e=5\ \mathrm{nm/s}\), a rough value for clean (100) silicon near 650 °C, the time is 60 s and the right-hand side falls to 0.0009 %. For a front that goes round rare grains at the same speed in all directions, the fraction itself is about 0.0002 %. The pairing is only illustrative, since the \(I\) and \(v\) of (c) are not tied to that temperature.

A shallow implanted layer on a crystal is thus unsuitable for the measurement in the problem. The small fractions above require \(d/v_e\ll t_h\). Epitaxy is much slower on (111) substrates and in layers containing impurities such as oxygen, and random grains can then take a larger share. Epitaxy is avoided if the layer is amorphized down to an underlying oxide, with no crystalline remnants left as seeds.

### (g) Incubation, anisotropy and temperature

**Incubation.** Suppose that nucleation is absent until a time \(t_0\) and then proceeds at the constant rate \(I\). The whole process is shifted by \(t_0\), the final density is unchanged, and \(t_h\) in the boxed formula must be replaced by \(t_h-t_0\). For a round value \(t_0=300\ \mathrm{s}\),

\[
v=0.8696\times\frac{1\ \mathrm{\mu m}}{700\ \mathrm{s}}=1.242\ \mathrm{nm/s}.
\]

A gradual rise of the nucleation rate needs its own integral for \(Y\).

**Anisotropy.** Let all grains be ellipsoids with parallel axes, growing with speeds \(v_1,v_2,v_3\) along them. Define \(\bar v=(v_1v_2v_3)^{1/3}\) and stretch each coordinate by the factor \(\bar v/v_i\). The ellipsoids become spheres of speed \(\bar v\). The product of the three factors is one, so volumes, \(I\) and \(N\) do not change. The boxed formula therefore returns the geometric mean \(\bar v\).

If two axes are fast and one is slow, with speed ratio 5, then \(\bar v^3=v_f^2v_s=v_f^3/5\). The fast speed is \(v_f=5^{1/3}\bar v=1.487\ \mathrm{nm/s}\) and the slow one \(v_s=v_f/5=0.297\ \mathrm{nm/s}\). For randomly oriented grains no common stretching exists. The argument of part (a) also fails, because a fictitious ellipsoid can protrude from the grain that swallowed its centre. The geometric mean is then not established.

**Temperature.** If the growth speed follows an Arrhenius law with activation energy \(E\), a sample hotter by \(\delta T\) than its nominal temperature \(T\) has

\[
\frac{v(T+\delta T)}{v(T)}=\exp\!\left[\frac{E}{k_B}\left(\frac1T-\frac1{T+\delta T}\right)\right],
\]

where \(k_B\) is Boltzmann's constant. For \(T=923\ \mathrm{K}\), a rough \(E=2.7\ \mathrm{eV}\) and \(\delta T=5\ \mathrm{K}\), the speed is 20 % higher. The value inferred from \(t_h\) and \(N\) still describes the sample as it was, but it is assigned to the wrong temperature.

### The result beside real silicon layers

The stated time and density are round values chosen for illustration, not data for a particular silicon layer. Real crystallization times depend strongly on temperature, impurities and preparation. The assumption of a thick layer is restrictive: an implanted amorphous layer may be only tens to hundreds of nanometres thick, not the several micrometres that the bulk formula wants. For a seedless film of 0.3 µm with the same \(t_h\) and \(N\), the inferred speed is 1.506 instead of 0.870 nm/s. In a thick layer, an incubation time of 300 s would raise it to 1.242 nm/s. Nucleation at the surfaces or at an oxide interface would require a further term in \(Y\), which has not been estimated. The value 0.87 nm/s is therefore the answer for the stated bulk model; for a real film, at least the thickness, the early part of \(X(t)\) and the shape of the grains have to be known as well. The numerical output below lists the values used.

## Computed results

```
input half-crystallization time: 1000 s
input final grain density: 1 per um^3
Gamma(5/4): 0.90640
(ln 2)^(1/4): 0.91244
ratio I*t_half/N: 1.00667
prefactor C: 0.86957
nucleation rate I: 1.00667e-03 per um^3 per s
nucleation rate I, SI: 1.0067e+15 per m^3 per s
growth speed v: 0.8696 nm/s
growth speed v, SI: 8.6957e-10 m/s
speed from crude I = N/t_half: 0.8715 nm/s
growth distance v*t_half: 0.870 um
share of grains born before t_half: 89.0 %
speed if N is twice as large: 0.690 nm/s
speed if all nuclei exist at start: 0.549 nm/s
speed inferred for film of 10.0 um: 0.879 nm/s
speed inferred for film of 3.0 um: 0.902 nm/s
speed inferred for film of 1.0 um: 0.983 nm/s
speed inferred for film of 0.3 um: 1.506 nm/s
implanted layer on crystal, thickness: 0.3 um
front at v, speed: 0.87 nm/s
  time to consume layer: 345 s
  upper bound on random fraction: 0.98 %
front at rough epitaxial speed, speed: 5.00 nm/s
  time to consume layer: 60 s
  upper bound on random fraction: 0.0009 %
round incubation time: 300 s
speed with this incubation: 1.242 nm/s
aligned spheroids, speed ratio: 5
  fast speed: 1.487 nm/s
  slow speed: 0.297 nm/s
rough anneal temperature: 923 K
rough growth activation energy: 2.7 eV
growth speed change for +5 K: 20.1 %
simulation input speed: 0.500 nm/s
simulation input rate: 2.0e-03 per um^3 per s
simulated bulk half time: 1279 s
simulated bulk grain density: 2.542 per um^3
speed recovered, bulk: 0.498 nm/s
speed recovered, aligned spheroids: 0.509 nm/s
speed recovered, nuclei at start: 0.498 nm/s
simulated film thickness: 0.3 um
speed recovered, film formula: 0.497 nm/s
speed misread by bulk formula in film: 0.345 nm/s
```
